\section*{Peak Temperature of a Joule-Heated Conductor Obeying the Wiedemann–Franz Law}

\section{The difficulty with estimating the peak temperature}

A metal line carrying a large current heats itself, and its resistivity changes as it warms. The changed resistivity alters the heating, and through the electronic thermal conductivity it also alters the removal of heat. A calculation of the peak temperature therefore seems to need the resistivity $\rho(T)$ up to a temperature not yet known. Freezing the material properties at the contact temperature $T_0$ avoids the loop but can be costly: for a line with $T_0=300$ K and $0.10$ V across it, the frozen estimate derived below gives a rise of 171 K, whereas the full rise is 139 K.

If the conductor loses no heat through its sides and obeys the Wiedemann--Franz law, the loop closes by itself. The peak temperature then follows from $T_0$ and the voltage alone.

\section{Assumptions and balance equations}

Consider a connected conductor of any shape with two contacts. Each contact is an equipotential, at $\phi=0$ and $\phi=V>0$, and both are held at $T_0$. The remaining surface, called the sides, passes neither charge nor heat. The voltage $V$ is the drop across the conductor itself, without leads or contact resistances.

Ohm's and Fourier's laws are taken to be local, and thermoelectric terms are neglected. The electric current density is $-\sigma\nabla\phi$ and the heat flux is $-\kappa\nabla T$. The conductivity $\sigma=1/\rho>0$ may depend on temperature and position. The thermal conductivity is
\begin{equation}
\kappa=L\sigma T ,\qquad L=\text{constant}.
\label{eq:wf}
\end{equation}
The numbers below use the Sommerfeld value $L=(\pi^2/3)(k_B/e)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}$.

In steady state charge does not accumulate, and the divergence of the heat flux equals the Joule power density $\sigma|\nabla\phi|^2$:
\begin{align}
\nabla\cdot(\sigma\nabla\phi)&=0, \label{eq:charge}\\
\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2&=0. \label{eq:heat}
\end{align}
On the sides the normal derivatives $\partial_n\phi$ and $\partial_nT$ vanish.

\section{Temperature as a function of potential}

Equation \eqref{eq:wf} turns the heat flux into $\sigma$ times a gradient:
\begin{equation}
\kappa\nabla T=L\sigma T\nabla T=\sigma\nabla\!\left(\tfrac12LT^2\right).
\label{eq:flux}
\end{equation}
The Joule term can be written in the same form. By the product rule,
\begin{equation}
\nabla\cdot(\phi\,\sigma\nabla\phi)=\sigma|\nabla\phi|^2+\phi\,\nabla\cdot(\sigma\nabla\phi),
\end{equation}
and the last term vanishes by \eqref{eq:charge}. Since $\phi\nabla\phi=\nabla(\phi^2/2)$,
\begin{equation}
\sigma|\nabla\phi|^2=\nabla\cdot\left[\sigma\nabla\!\left(\tfrac12\phi^2\right)\right].
\label{eq:joule}
\end{equation}
Inserting \eqref{eq:flux} and \eqref{eq:joule} in \eqref{eq:heat} gives
\begin{equation}
\nabla\cdot\left[\sigma\nabla\!\left(\tfrac12LT^2+\tfrac12\phi^2\right)\right]=0.
\label{eq:sum}
\end{equation}
By \eqref{eq:charge}, a constant and a multiple of $\phi$ may be added inside the gradient. Choose them so that the resulting function vanishes on both contacts:
\begin{equation}
w=\tfrac12L(T^2-T_0^2)-\tfrac12\phi(V-\phi),\qquad \nabla\cdot(\sigma\nabla w)=0.
\label{eq:w}
\end{equation}
Its flux is
\begin{equation}
\sigma\nabla w=\kappa\nabla T+\left(\phi-\tfrac12V\right)\sigma\nabla\phi ,
\label{eq:wflux}
\end{equation}
so $\sigma\partial_nw=0$ on the sides. Multiply the equation in \eqref{eq:w} by $w$ and integrate by parts over the volume:
\begin{equation}
0=\oint w\,\sigma\partial_nw\,dS-\int\sigma|\nabla w|^2\,d^3r .
\end{equation}
The surface integral vanishes, on the contacts because $w=0$ and on the sides because $\sigma\partial_nw=0$. As $\sigma>0$, $\nabla w=0$ throughout. Thus $w$ is constant, and the contacts fix the constant at zero:
\begin{equation}
T^2=T_0^2+\frac{\phi(V-\phi)}{L}.
\label{eq:local}
\end{equation}

To find the maximum, complete the square:
\begin{equation}
\phi(V-\phi)=\tfrac14V^2-\left(\phi-\tfrac12V\right)^2\le\tfrac14V^2 .
\end{equation}
Equality is reached, because $\phi$ is continuous and runs from 0 to $V$ along any path joining the contacts. Therefore
\begin{equation}
\boxed{\,T_{\max}^2=T_0^2+\frac{V^2}{4L}\,}
\label{eq:main}
\end{equation}

The physical reason is that $\sigma$ multiplies both terms of the heat balance. At given potential and temperature gradients, a region that conducts twice as well produces twice the heat and also carries away twice the heat.

Mirror symmetry was not used; equal contact temperatures were. With $w=0$, equation \eqref{eq:wflux} reads $\kappa\nabla T=(V/2-\phi)\sigma\nabla\phi$. No heat crosses the surface $\phi=V/2$, and integration over a contact shows that each one receives the power $IV/2$, where $I$ is the total current. This equal division holds even for a lopsided conductor.

\subsection{Small and large voltages}

For $V\ll2\sqrt L\,T_0$, expanding the square root in \eqref{eq:main} gives
\begin{equation}
T_{\max}-T_0\simeq\frac{V^2}{8LT_0}.
\label{eq:small}
\end{equation}
This is the frozen-property estimate of the opening section. In the opposite limit, $T_{\max}\simeq V/(2\sqrt L)$, or about 3.2 K per millivolt, and the contact temperature drops out. At $T_0=300$ K the two regimes meet near $2\sqrt L\,T_0=0.094$ V. Under the assumptions stated above, the formula applies as long as the metal stays intact and \eqref{eq:wf} remains valid up to $T_{\max}$.

\section{Where the resistivity enters}

The resistivity fixes the current and the position of each temperature. For a homogeneous conductor, \eqref{eq:local} makes $\sigma(T)$ a known function of $\phi$. Define
\begin{equation}
F(\phi)=\int_0^\phi\sigma\big(T(\phi')\big)\,d\phi',\qquad \nabla F=\sigma\nabla\phi .
\label{eq:F}
\end{equation}
Equation \eqref{eq:charge} becomes $\nabla^2F=0$, with fixed values on the contacts and no normal derivative on the sides, and its solution is unique. If a mirror plane exchanges the contacts, reflection must turn $F$ into $F(V)-F$, so $F=F(V)/2$ on that plane. Since \eqref{eq:local} is unchanged by $\phi\to V-\phi$, this means $\phi=V/2$ there. Symmetry thus places the hot spot on the midplane.

In a uniform wire of length $\ell$, $F$ is linear in the distance $x$ from the contact at $\phi=0$. Its slope is the magnitude $J$ of the current density:
\begin{equation}
J\ell=\int_0^V\sigma\big(T(\phi)\big)\,d\phi .
\label{eq:J}
\end{equation}
Take $\rho=\rho_0T/T_0$, so that $\sigma=T_0/(\rho_0T)$. With $u=\phi-V/2$, equations \eqref{eq:local} and \eqref{eq:main} give $LT^2=LT_{\max}^2-u^2$. Integrating $J\,dx=\sigma\,d\phi$ from the midpoint gives
\begin{equation}
J\rho_0\left(x-\tfrac12\ell\right)=\sqrt L\,T_0\int_0^u\frac{du'}{\sqrt{LT_{\max}^2-u'^2}}
=\sqrt L\,T_0\arcsin\frac{u}{\sqrt L\,T_{\max}} .
\label{eq:arcsin}
\end{equation}
Solving for $u$ and using $T^2=T_{\max}^2-u^2/L$ yields the profile
\begin{equation}
T=T_{\max}\cos\left[\frac{J\rho_0(x-\ell/2)}{\sqrt L\,T_0}\right].
\end{equation}
At the end $x=\ell$, $u=V/2$. The arcsine there is an angle with sine $V/(2\sqrt L\,T_{\max})$. By \eqref{eq:main} its cosine is $T_0/T_{\max}$, so its tangent is $V/(2\sqrt L\,T_0)$, and
\begin{equation}
J=\frac{2\sqrt L\,T_0}{\rho_0\ell}\arctan\frac{V}{2\sqrt L\,T_0}<\frac{\pi\sqrt L\,T_0}{\rho_0\ell}.
\label{eq:Jlin}
\end{equation}
In this model no steady state with $T>0$ throughout exists at or above the bound. A source that imposes such a current drives the wire into thermal runaway, whereas an imposed voltage leads to the finite temperature \eqref{eq:main}.

\section{A worked wire}

Take round model parameters: $T_0=300$ K, $V=0.10$ V, $\ell=10\ \mu$m and $\rho_0=5\times10^{-8}\ \Omega\,$m. Then
\begin{equation}
\frac{V^2}{4L}=\frac{0.0100}{4(2.443\times10^{-8})}\ \mathrm{K^2}=1.0233\times10^5\ \mathrm{K^2},
\end{equation}
\begin{equation}
T_{\max}=\sqrt{9.000\times10^4+1.0233\times10^5}\ \mathrm K=438.6\ \mathrm K,
\end{equation}
or $165\,^\circ$C. The rise is 138.6 K. The estimate \eqref{eq:small} gives 170.6 K, which is 23\% too large relative to the full rise, because it ignores the growth of $\kappa\rho=LT$ with temperature.

Neither $\ell$ nor $\rho_0$ has been used so far. They enter the current. For $\rho\propto T$, with $\sqrt L\,T_0=0.04689$ V, equation \eqref{eq:Jlin} gives
\begin{equation}
J=\frac{2(0.04689)\arctan(1.066)}{(5\times10^{-8})(10^{-5})}\ \mathrm{A/m^2}=1.53\times10^{11}\ \mathrm{A/m^2}.
\end{equation}
This is 15 MA/cm$^2$, well above what interconnects carry over long times, where electromigration sets the limit; the example illustrates the formula and is not an operating point. Direct numerical solution of \eqref{eq:charge} and \eqref{eq:heat} in position space, without the use of \eqref{eq:local}, was carried out for five resistivity laws, with $t=T/T_0$:
\begin{center}
\begin{tabular}{lcc}
$\rho/\rho_0$ & $T_{\max}$ (K) & $J$ ($10^{11}$ A/m$^2$)\\
\hline
$1$ & 438.6 & 2.00\\
$t$ & 438.6 & 1.53\\
$0.4+0.6t$ & 438.6 & 1.69\\
$1/t$ & 438.6 & 2.64\\
$1+2\{1+\tanh[(t-1.2)/0.1]\}$ & 438.6 & 0.61
\end{tabular}
\end{center}
The current varies by a factor of 4.3 while the peak temperature stays the same. The last law describes a steep rise near 360 K, well inside the temperature range of the wire: the resistivity grows from $1.07\rho_0$ at 300 K to $4.98\rho_0$ at the peak. For this law $\rho_0$ is thus a reference value and not exactly the resistivity at $T_0$.

For $\rho\propto T$, raising the voltage from 0.10 to 0.20 V increases $T_{\max}$ from 439 to 707 K, but $J$ grows only from $1.53$ to $2.12\times10^{11}\ \mathrm{A/m^2}$. The bound in \eqref{eq:Jlin} is $2.95\times10^{11}\ \mathrm{A/m^2}$.

A tapered wire shows what is lost without symmetry. Let its cross-section grow as $1+2x/\ell$, slowly enough for a one-dimensional description. The constant total current is proportional to $(1+2x/\ell)\,\sigma\,d\phi/dx$, so the wire is equivalent to a uniform one in the coordinate
\begin{equation}
s=\int_0^x\frac{dx'}{1+2x'/\ell}=\frac{\ell}{2}\ln\left(1+\frac{2x}{\ell}\right).
\end{equation}
The hot spot lies halfway in $s$, where $1+2x/\ell=\sqrt3$, or $x=0.366\,\ell$. The numerical solution puts it there, at $\phi=V/2$ and again at 438.6 K. A notched two-dimensional plate of uneven conductivity reaches the same peak. Its largest deviation from \eqref{eq:local}, measured in $T^2/T_0^2$, falls from $1.3\times10^{-4}$ to $3.2\times10^{-5}$ when the grid spacing is halved. The full list of values is in the numerical output.

\section{Contacts at different temperatures}

Let the contact at $\phi=V$ be held at $T_1$, and write $D=T_1^2-T_0^2$. Equation \eqref{eq:sum} still holds. The function that vanishes on both contacts is now $w-LD\phi/(2V)$, and the same integration by parts gives
\begin{equation}
T^2=T_0^2+\frac{D\phi}{V}+\frac{\phi(V-\phi)}{L}.
\label{eq:unequal}
\end{equation}
With $\phi_*=\tfrac12(V+LD/V)$, the right-hand side equals $T_0^2+[\phi_*^2-(\phi-\phi_*)^2]/L$. The maximum lies inside the conductor if $0<\phi_*<V$, that is, if $V^2>L|D|$. Expanding $\phi_*^2$ then gives
\begin{equation}
T_{\max}^2=T_0^2+\frac{\phi_*^2}{L}=\frac{T_0^2+T_1^2}{2}+\frac{V^2}{4L}+\frac{LD^2}{4V^2}.
\label{eq:unequalmax}
\end{equation}
Otherwise $T$ is monotonic in $\phi$, and the hotter contact is the hottest place. For contacts at 300 and 350 K the dividing voltage is $\sqrt{LD}=0.028$ V. At 0.10 V the peak is 457 K; at 0.02 V it is the 350 K of the hotter contact. Both values agree with the direct solution.

\section{Where the law fails, and what remains}

\subsection{Heat carried by the lattice}

Suppose that $\kappa\rho$ is some other positive function of temperature alone. Define
\begin{equation}
G(T)=\int_{T_0}^{T}\kappa\rho\,dT',\qquad \sigma\nabla G=\sigma\kappa\rho\nabla T=\kappa\nabla T .
\end{equation}
Then $G$ replaces $L(T^2-T_0^2)/2$ in the proof, with the result $G=\phi(V-\phi)/2$ and
\begin{equation}
\int_{T_0}^{T_{\max}}\kappa\rho\,dT=\frac{V^2}{8}.
\label{eq:general}
\end{equation}
If the Lorenz ratio varies with temperature, $\kappa\rho=L(T)T$. The peak then changes but is still independent of $\rho(T)$ for a given $L(T)$. A lattice conductivity $\kappa_l$ is different, since $\kappa\rho=LT+\kappa_l\rho$ contains the resistivity explicitly. In a homogeneous conductor this is still a function of temperature alone. The extra term is positive, so the integral reaches $V^2/8$ at a lower temperature than \eqref{eq:main} gives.

Let $\kappa_l=0.1\,LT_0/\rho_0=14.7$ W/(m\,K), one tenth of the electronic conductivity at $T_0$. For $\rho\propto T$, $\kappa_l\rho=0.1\,LT$, which amounts to replacing $L$ by $1.1L$ in \eqref{eq:main}; the peak is 427.8 K. For constant $\rho$, equation \eqref{eq:general} becomes
\begin{equation}
T_{\max}^2-T_0^2+0.2\,T_0(T_{\max}-T_0)=\frac{V^2}{4L},
\end{equation}
whose positive root is 429.6 K. The dependence on $\rho(T)$ has returned, though here it amounts to about 2 K.

\subsection{Cooling through the sides}

An interconnect embedded in a dielectric loses heat sideways. Let the outward flux on the sides be $-\kappa\partial_nT=h(T-T_0)$ with $h\ge0$, the surroundings being at $T_0$.

First, no point is colder than $T_0$. Let $m=\max(T_0-T,0)$, multiply \eqref{eq:heat} by $m$ and integrate by parts. Since $\nabla m=-\nabla T$ wherever $m>0$,
\begin{equation}
\int\kappa|\nabla m|^2d^3r+\int_{\rm sides}h\,m^2\,dS=-\int m\,\sigma|\nabla\phi|^2d^3r\le0 .
\end{equation}
The left side cannot be negative, so $m$ is constant, and it vanishes on the contacts. Hence $T\ge T_0$.

Equation \eqref{eq:w} still holds in the volume, but \eqref{eq:wflux} now gives $\sigma\partial_nw=-h(T-T_0)\le0$ on the sides. Multiplying by $w_+=\max(w,0)$ and integrating by parts,
\begin{equation}
\int\sigma|\nabla w_+|^2d^3r=-\int_{\rm sides}w_+\,h(T-T_0)\,dS\le0 .
\end{equation}
Thus $w_+=0$, which means $w\le0$ everywhere, and
\begin{equation}
T_{\max}^2\le T_0^2+\frac{V^2}{4L}.
\label{eq:bound}
\end{equation}
The last step needs just an outward heat flux at every point of the sides. A hotter neighbouring line that sends heat in removes this guarantee.

How far the peak lies below the bound depends on the healing length $\lambda$. In a thin wire, side cooling adds the term $-\kappa_0(T-T_0)/\lambda^2$ to the left side of \eqref{eq:heat}, where $\kappa_0=LT_0/\rho_0$. For the 10 $\mu$m wire with constant resistivity, the peak is 406 K for $\lambda=5\ \mu$m and 345 K for $\lambda=2\ \mu$m. In the second case the rise is about one third of that without cooling, so \eqref{eq:bound} is a poor estimate. With the contacts at $T_0$ and no heat entering through the sides, it is a safe limit provided that $\kappa\rho$ depends on temperature alone and the value used for $L$ does not exceed the actual $\kappa\rho/T$ of the metal between $T_0$ and the peak. The argument above, with $G$ in place of $L(T^2-T_0^2)/2$, then gives $L(T_{\max}^2-T_0^2)/2\le G(T_{\max})\le V^2/8$. If $\kappa\rho$ also depends on position, the guarantee is lost: a bridge that conducts heat but little current can feed heat from the hot middle of a wide branch into a narrow branch and lift it above the bound. Near room temperature copper, for example, lies several per cent below the Sommerfeld value, and a correspondingly smaller $L$ should be used. With $\rho\propto T$ the peaks are 402 and 342 K. The cooling term does not carry the factor $\sigma$ common to the other two terms, and the cancellation behind \eqref{eq:main} is therefore incomplete.

\section*{Computed values}
\begin{verbatim}
Lorenz number L = 2.4430e-08 V^2/K^2
T0 = 300 K, V = 0.10 V, length = 10 um
rho0 = 5.0e-08 ohm m, kappa0 = L*T0/rho0 = 146.6 W/(m K)
sqrt(L)*T0 = 0.04689 V, scaled voltage v = 2.1326
V^2/(4L) = 1.0233e+05 K^2
Tmax from the theorem = 438.558 K
small-heating estimate of rise V^2/(8 L T0) = 170.6 K; full rise = 138.6 K
J without heating, V/(rho0*length) = 2.000e+11 A/m^2
Numerical solution, uniform wire (resistivity law: Tmax, J):
  constant: 438.558 K, 2.000e+11 A/m^2
  proportional to T: 438.558 K, 1.533e+11 A/m^2
  0.4 + 0.6 T/T0: 438.558 K, 1.687e+11 A/m^2
  falling as 1/T: 438.558 K, 2.638e+11 A/m^2
  steep rise near 1.2 T0: 438.558 K, 6.127e+10 A/m^2
Resistivity proportional to T (V: Tmax, J):
  0.05 V: 339.98 K, 9.187e+10 A/m^2
  0.10 V: 438.56 K, 1.533e+11 A/m^2
  0.20 V: 706.63 K, 2.124e+11 A/m^2
  upper limit of J = 2.946e+11 A/m^2
Taper, area growing 1 to 3: Tmax = 438.558 K at x/length = 0.366, phi/V = 0.500
Notched uneven plate: Tmax = 438.56 K
  largest error of T^2/T0^2 in local relation: 1.3e-04 (coarse grid), 3.2e-05 (fine grid)
Contacts at 300 K and 350 K; interior maximum needs V > 0.0282 V
  V = 0.10 V: Tmax = 457.41 K
  V = 0.02 V: Tmax = 350.00 K
Lattice conductivity 14.66 W/(m K) added:
  resistivity constant: Tmax = 429.60 K
  resistivity proportional to T: Tmax = 427.82 K
Side cooling (healing length, resistivity law: Tmax):
  5 um, constant: 406.33 K
  5 um, proportional to T: 402.44 K
  2 um, constant: 344.71 K
  2 um, proportional to T: 342.47 K
\end{verbatim}
